# Automaton matrix product operators and two-site DMRG for long-range spin chains

## The result

Consider an open chain of $N$ spins 1/2 with

$$H=J_0\sum_{i<j}f(j-i)\,\mathbf s_i\cdot\mathbf s_j .$$

Here $\mathbf s=\mathbf S/\hbar$ is dimensionless. Energies are given in units of $J_0$ and variances in units of $J_0^2$; in the formulas below $J_0=1$. If the coupling can be written as

$$f(r)=b^{T}A^{r-1}c ,\qquad r\ge1,$$

with a $K\times K$ matrix $A$, then $H$ is exactly a matrix product operator (MPO) of bond dimension $D=2+3K$. Nearest-neighbour couplings, finite-range couplings and finite sums of pure exponentials $\lambda^{r-1}$ have this form. A power law does not have this form for all $r$ with any fixed $K$. On a finite chain an exact representation needs $K$ of order $N/2$, but a few exponentials approximate it with a bounded energy error.

Two-site DMRG, the density-matrix renormalization group, then gives a state with energy $E$ and variance $v=\langle(H-E)^2\rangle$. Let $E_0<E_1$ be the two lowest levels and $E_{\max}$ the highest. If $E<E_1$, then

$$\frac{v}{E_{\max}-E}\le E-E_0\le\frac{v}{E_1-E}.$$

The condition $E<E_1$ matters: zero variance identifies an eigenstate, not necessarily the ground state. A small but nonzero variance can also belong to a superposition of close levels.

## Three spins by hand

Take one spin component, write $s_i$ for $s_i^z$, and let the coupling be $J\lambda^{r-1}$. Give each site the matrix

$$W=\begin{pmatrix}1&s&0\\0&\lambda&Js\\0&0&1\end{pmatrix},$$

whose entries are operators on that site; numbers multiply the identity. The three indices are states of an automaton reading the chain from left to right: "not started", "waiting for a partner" and "finished". Start with the row $(1,0,0)$. The first site gives

$$(1,0,0)W_1=(1,\;s_1,\;0).$$

The second gives

$$(1,s_1,0)W_2=(1,\;s_2+\lambda s_1,\;Js_1s_2).$$

After the third site we keep the "finished" entry:

$$Js_1s_2+(s_2+\lambda s_1)Js_3
=J(s_1s_2+s_2s_3+\lambda s_1s_3).$$

Each site passed while waiting contributes one factor $\lambda$. Setting $\lambda=0$ leaves nearest neighbours. For couplings $J_1$ and $J_2$ at distances one and two, use two waiting states:

$$W=\begin{pmatrix}1&s&0&0\\0&0&1&J_1s\\0&0&0&J_2s\\0&0&0&1\end{pmatrix}.$$

The successive rows are $(1,s_1,0,0)$ and $(1,s_2,s_1,J_1s_1s_2)$. The final entry after site three is $J_1s_1s_2+J_1s_2s_3+J_2s_1s_3$, as required.

## The general automaton

For one channel with operators $O$ and $O'$, replace the waiting number by a matrix:

$$W=\begin{pmatrix}1&b^TO&h\\0&A&cO'\\0&0&1\end{pmatrix}.$$

The entry $h$ is any on-site term. After $n$ sites the row has the form $(1,X_n,H_n)$. Multiplication by the next matrix gives

$$X_{n+1}=X_nA+O_{n+1}b^T,$$
$$H_{n+1}=H_n+h_{n+1}+X_nc\,O'_{n+1}.$$

With $X_0=0$, repeated use of the first line gives $X_n=\sum_{i\le n}O_i b^TA^{n-i}$. The second line therefore adds, for $j=n+1$,

$$\sum_{i<j}b^TA^{j-i-1}c\,O_iO'_j=\sum_{i<j}f(j-i)O_iO'_j .$$

This proves the construction. The spin product has three channels. Since $s^\pm=s^x\pm is^y$ and spins on different sites commute, the cross terms cancel in $s_i^+s_j^-+s_i^-s_j^+=2(s_i^xs_j^x+s_i^ys_j^y)$. Hence

$$\mathbf s_i\cdot\mathbf s_j=s_i^zs_j^z+\tfrac12(s_i^+s_j^-+s_i^-s_j^+).$$

Three channels with $K$ waiting states each, plus the start and finish states, give $D=2+3K$. For a sum of exponentials choose $A=\mathrm{diag}(\lambda_k)$ and $b_k=1$, so that $f(r)=\sum_kc_k\lambda_k^{r-1}$.

Could a cleverer MPO be smaller? Cut the chain and number sites outward from the cut by $i,j=0,1,\ldots$. Then

$$H=H_L\otimes1+1\otimes H_R+\sum_{a=x,y,z}\sum_{ij}F_{ij}\,s^a_{L,i}s^a_{R,j},$$

with $F_{ij}=f(i+j+1)$. If both half-chain Hamiltonians contain nonzero pair couplings, then the identity, the half-chain Hamiltonian and the single-spin operators are linearly independent on each side. The number of independent product terms needed is thus $2+3\,\mathrm{rank}\,F$, and no MPO can have a smaller bond dimension at that cut. For six sites, direct calculation of this rank gives 5 for nearest neighbours, 8 for range two and 5 for one exponential, equal to the automaton dimensions.

## Fitting a power law

Let $f(r)=r^{-\alpha}$ with $\alpha>0$. Substituting $t\to rt$ in the integral for the gamma function gives

$$r^{-\alpha}=\frac1{\Gamma(\alpha)}\int_0^\infty t^{\alpha-1}e^{-rt}\,dt.$$

Now put $x=e^{-t}$, so $dt=-dx/x$. Reversing the limits removes the minus sign:

$$r^{-\alpha}=\int_0^1x^{r-1}\,d\mu(x),\qquad
d\mu=\frac{(-\ln x)^{\alpha-1}}{\Gamma(\alpha)}dx.$$

The power law is a continuous mixture of exponentials with positive weight. For a nonzero vector $u$ and the polynomial $p(x)=\sum_iu_ix^i$,

$$\sum_{ij}u_if(i+j+1)u_j=\int_0^1p(x)^2d\mu>0.$$

Thus every square block of $F$ that starts at $i=j=0$ has full rank, and no fixed finite bond dimension represents the power law for all chain lengths. The calculated ranks for $\alpha=3$ are 8 at $N=4$ and 11 at $N=6$. At $N=2$ the half-chain Hamiltonians vanish and the rank is 3.

To find good exponentials, form two $M\times M$ matrices,

$$G_{ij}=f(i+j+1),\qquad G'_{ij}=f(i+j+2).$$

In the space of polynomials with weight $\mu$, $G$ contains scalar products of monomials and $G'$ contains matrix elements of multiplication by $x$. Powers of this multiplication generate $f(r)$. Restricting it to a $K$-dimensional space replaces the continuum of $x$ by $K$ values $\lambda_k$. Let the columns of $U$ be the eigenvectors of $G$ with the $K$ largest eigenvalues, and solve

$$U^TG'U\,y=\lambda\,U^TGU\,y.$$

Multiplication from the left by $y^T$, with $u=Uy$, gives

$$\lambda=\frac{\int_0^1x\,p(x)^2d\mu}{\int_0^1p(x)^2d\mu}.$$

This is a weighted average of $x$, so $0<\lambda<1$. For fixed $\lambda_k$ the amplitudes enter linearly. Minimize $\sum_{r=1}^{N-1}[\sum_kc_k\lambda_k^{r-1}-f(r)]^2$. With $V_{rk}=\lambda_k^{r-1}$, setting the derivative to zero gives $V^TVc=V^Tf$. The choice of $U$ is a practical one, not a proof of the best possible fit, so the remaining error must be measured.

The smallest case shows the mechanism. For $M=K=1$ and $\alpha=3$, $\lambda=f(2)/f(1)=1/8$. With amplitude 1 this reproduces the first two distances but gives $1/64$ at $r=3$ instead of $1/27$. More exponentials are needed for the tail.

The energy error follows from the variational principle. Let $\varepsilon_r=f_{\rm fit}(r)-f(r)$ and $\Delta H=\sum_{i<j}\varepsilon_{j-i}\mathbf s_i\cdot\mathbf s_j$. The ground state of the power-law Hamiltonian is a trial state for the fitted one, so the fitted ground energy exceeds the other by at most $\|\Delta H\|$. Exchanging the roles gives the opposite inequality. A spin pair has $\mathbf s_i\cdot\mathbf s_j=-3/4$ in the singlet and $1/4$ in the triplet, hence norm $3/4$. There are $N-r$ pairs at distance $r$, and therefore

$$|\Delta E_0|\le\frac34\sum_{r=1}^{N-1}(N-r)|\varepsilon_r|.$$

## Two spins: optimization, truncation and variance

For two spins with unit coupling, start from the Néel state $|\uparrow\downarrow\rangle$. The Hamiltonian acts as

$$H|\uparrow\downarrow\rangle=-\tfrac14|\uparrow\downarrow\rangle+\tfrac12|\downarrow\uparrow\rangle,$$

and similarly with the arrows exchanged. In this two-dimensional space its matrix is

$$\begin{pmatrix}-1/4&1/2\\1/2&-1/4\end{pmatrix},$$

with eigenvalues $-1/4\pm1/2$. The lower one, $-3/4$, belongs to the singlet. The singlet's coefficients $\theta_{st}$ form a $2\times2$ matrix with singular values $1/\sqrt2,1/\sqrt2$. Keeping one singular value discards weight $1/2$ and leaves a product state: a truncation limits the entanglement.

The variance can also be followed by hand. For

$$|\phi\rangle=\cos\phi|\uparrow\downarrow\rangle-\sin\phi|\downarrow\uparrow\rangle,$$

the exchange $P_{12}$ of the two spins has mean $-\sin2\phi$. Because $H=P_{12}/2-1/4$ and $P_{12}^2=1$,

$$E=-\tfrac14-\tfrac12\sin2\phi,\qquad
v=\tfrac14(1-\sin^22\phi)=\tfrac14\cos^22\phi .$$

Here $E_0=-3/4$ and $E_1=E_{\max}=1/4$. Thus

$$(E-E_0)(E_1-E)=\tfrac{1-\sin2\phi}{2}\,\tfrac{1+\sin2\phi}{2}=v.$$

For $E<E_1$ both bounds of the opening result become equalities. At $\phi=-\pi/4$, however, the state is a triplet with $v=0$ and $E=1/4$. The variance vanishes although the energy error is 1.

## Two-site DMRG on a long chain

A matrix product state (MPS) writes the coefficients of a many-spin state as a product of site matrices. Their largest dimension is the bond dimension $\chi$. We use real tensors. To optimize neighbouring sites $i,i+1$, combine their tensors into $\theta_{a s t b}$, where $s,t$ are the spins and $a,b$ label basis states of the left and right blocks.

Keep these block bases orthonormal. This means $\sum_s(A^s)^TA^s=1$ for tensors on the left and $\sum_sB^s(B^s)^T=1$ for tensors on the right. The map $P$ from $\theta$ to the full state then obeys $P^TP=1$, and the energy is

$$E(\theta)=\frac{\theta^TH_{\rm eff}\theta}{\theta^T\theta},\qquad H_{\rm eff}=P^THP.$$

Its gradient is $2(H_{\rm eff}\theta-E\theta)/(\theta^T\theta)$. A stationary point therefore satisfies the ordinary eigenvalue equation

$$H_{\rm eff}\theta=E\theta.$$

The large matrix $P$ is never formed. The left part of $\langle\psi|H|\psi\rangle$ is stored as an environment $L_{a'wa}$, where $w$ is the automaton state, and grows by

$$L^{\rm new}_{b'w'b}=\sum_{a'awss'}A^{s'}_{a'b'}\,L_{a'wa}\,W^{s's}_{ww'}\,A^s_{ab}.$$

A right environment $R$ is built in the same way from the other end. At the left edge only the "not started" component is 1; at the right edge only "finished" is 1. Contracting $L$, two copies of $W$ and $R$ with $\theta$ yields $H_{\rm eff}\theta$. With spin dimension $d=2$, this costs of order $\chi^3Dd^2+\chi^2D^2d^3$ operations.

The Lanczos method repeatedly applies $H_{\rm eff}$ to the current $\theta$, orthogonalizes the resulting vectors and diagonalizes $H_{\rm eff}$ in their span. The starting vector belongs to this span, so this step cannot raise the energy.

Next group $(a,s)$ and $(t,b)$ into matrix indices and write the singular value decomposition $\theta=\sum_k\sigma_ku_kv_k^T$, with $\sum_k\sigma_k^2=1$. Keep the largest $\chi$ values and normalize. If $w_{\rm d}=\sum_{k>\chi}\sigma_k^2$ is the discarded weight, the overlap with the old state is

$$\frac{\sum_{k\le\chi}\sigma_k^2}{\sqrt{\sum_{k\le\chi}\sigma_k^2}}=\sqrt{1-w_{\rm d}}.$$

This is the best possible overlap at that rank. Indeed, let $Q$ project onto the column space of any normalized rank-$\chi$ matrix. Its overlap with $\theta$ is at most $\|Q\theta\|$, and

$$\|Q\theta\|^2=\sum_k\sigma_k^2q_k,\qquad q_k=u_k^TQu_k.$$

Since $0\le q_k\le1$ and $\sum_kq_k\le\chi$, the sum is largest when the weight lies on the $\chi$ largest singular values.

The complete procedure is:

1. Build $W$, choose a starting MPS with orthonormal right blocks, and compute all right environments.
2. At each bond, going right, solve for $\theta$ and split it. Store $u$ on the left site and $\sigma v^T$ on the right site, then extend $L$.
3. Return to the left, storing $u\sigma$ and $v^T$ instead, and extend $R$.
4. Repeat the double sweep, compute $E$ and $v$, then increase $\chi$ and continue from the state obtained.

At the leftmost bond the matrix has only two rows. For $\chi\ge2$ nothing is truncated there, so the last local energy is the energy of the stored state. Truncations elsewhere can raise the energy, and sweeping is not guaranteed to find the global minimum.

## What the variance certifies

For the variance, place $-E/N$ in the on-site entry of every $W$. The $N$ contributions sum to $-E$, so this MPO represents $H-E$. Two layers of it between the MPS and its transpose give $v=\|(H-E)\psi\|^2$. This avoids subtracting $E^2$ from $\langle H^2\rangle$ at the end, although rounding inside the contraction remains.

Let $p_n$ be the weight of the state on level $E_n$. Then

$$v=\sum_np_n(E_n-E)^2\ge\min_n(E_n-E)^2,$$

so some level lies within $\sqrt v$ of $E$. This needs no gap, but does not say which level.

For the ground state, $(H-E_0)(H-E_1)\ge0$: the product is zero on level $E_0$ and nonnegative on all others. Write each factor as $(H-E)$ plus a number. Because $\langle H-E\rangle=0$, the cross terms vanish and

$$0\le v+(E-E_0)(E-E_1).$$

For $E<E_1$, division by $E_1-E$ gives the upper bound. Likewise $(H-E_0)(E_{\max}-H)\ge0$ has mean $-v+(E-E_0)(E_{\max}-E)$, which gives the lower bound. In a calculation where $E_1$ is unknown, any proven lower limit $\beta\le E_1$ with $\beta>E$ may replace it in the upper bound.

The fully polarized state shows why this information is needed. Each pair contributes $1/4$, its largest value. For positive couplings the state is therefore the highest level, with $v=0$. It can even trap the algorithm: since $H\psi=E_{\max}\psi$, its local tensor obeys $H_{\rm eff}\theta=P^THP\theta=E_{\max}\theta$. Lanczos started from this tensor generates no new direction. The Néel start avoids this particular trap.

## A chain of fourteen spins

Take $N=14$, $\alpha=3$ and no field. These are model parameters, not those of a material. With $M=7$, the largest coupling error falls from $2.0\times10^{-2}$ at $K=1$ to $1.1\times10^{-3}$, $7.7\times10^{-5}$ and $3.2\times10^{-6}$ at $K=2,3,4$. We use $K=4$, hence $D=2+3\cdot4=14$. The fit is

$$\lambda=(0.030869,\;0.225151,\;0.529163,\;0.812280),$$
$$c=(0.630437,\;0.300910,\;0.063495,\;0.005158).$$

The amplitudes add to $f(1)=1.000000$. At distance two,

$$f(2)=0.019461+0.067750+0.033599+0.004190=0.125000,$$

compared with $1/8$. At $r=13$ the fit gives $4.5615\times10^{-4}$ against $4.5517\times10^{-4}$, an error of about 0.2% of the power-law value. Far beyond the fitted range the approximation must fail: its slowest term decays as $0.812280^r$, faster than any power.

Sparse diagonalization gives ground energies $-5.8114147$ for the power law and $-5.8114120$ for the fit. The shift is $2.7\times10^{-6}$, well below its guaranteed limit of $8.0\times10^{-5}$. That limit assumes that all coupling errors act together at full strength.

DMRG starts from the Néel state and makes four double sweeps at each $\chi$. Errors below are relative to the ground energy of the fitted Hamiltonian; $w_{\rm d}$ is the largest discarded weight in the last double sweep.

| $\chi$ | $w_{\rm d}$ | $E-E_0$ | $v$ |
|---|---|---|---|
| 4 | $6.2\times10^{-4}$ | $7.4\times10^{-3}$ | $1.4\times10^{-2}$ |
| 8 | $5.1\times10^{-6}$ | $5.5\times10^{-5}$ | $1.4\times10^{-4}$ |
| 16 | $4.4\times10^{-8}$ | $2.2\times10^{-7}$ | $5.1\times10^{-7}$ |
| 32 | $9.7\times10^{-12}$ | $4.7\times10^{-11}$ | $2.0\times10^{-10}$ |

For $\chi=8$, $E=-5.811357$, while $E_1=-5.558525$ and $E_{\max}=3.804886$. The upper bound is

$$\frac{1.395\times10^{-4}}{-5.558525+5.811357}
=5.52\times10^{-4},$$

and the lower bound is

$$\frac{1.395\times10^{-4}}{3.804886+5.811357}
=1.45\times10^{-5}.$$

The actual error, $5.5\times10^{-5}$, lies between them. The gap-free estimate $\sqrt v=1.2\times10^{-2}$ is much wider. The variances were also tested against the full state vector, to an absolute tolerance of $10^{-11}$; the last variance is thus confirmed to about 5%.

It is tempting to extrapolate $E$ linearly to $v=0$. From $\chi=16$ and 32 this gives an energy $4\times10^{-11}$ below $E_0$, hardly closer than the DMRG value $5\times10^{-11}$ above it. The reason is visible in the table: $(E-E_0)/v$ changes from about 0.43 to 0.23, so the assumed straight line through $E_0$ is absent. The extrapolated energy is an estimate and has lost the variational property.

Relative to the original power law, the final energy is still $2.7\times10^{-6}$ too high. This is the fit shift, which the variance of the fitted Hamiltonian cannot detect. Already at $\chi=16$ the DMRG error is smaller than that shift. Increasing $\chi$ further cannot remove the shift. One can improve the exponential fit, or sum the exact couplings $r^{-\alpha}$ against the pair correlations $\langle\mathbf s_i\cdot\mathbf s_j\rangle$ of the state obtained. The latter is a variational energy for the power law. The fitted ground state differs from the power-law ground state at first order in $\varepsilon_r$, and the energy is stationary at the ground state, so for the exact fitted ground state the error left in that value is of second order in $\varepsilon_r$. A state of finite $\chi$ adds its own DMRG error and a term linear in $\varepsilon_r$ that vanishes only as the state converges; this evaluation was not carried out here. The full set of values is in the numerical output.

## Calculated quantities

```
MPO test chain: N = 6 ; range-two couplings 1, 0.3 J0; lambda = 0.5
nearest neighbour: MPO dimension 5, operator rank 5
range two: MPO dimension 8, operator rank 8
one exponential: MPO dimension 5, operator rank 5
power-law operator ranks at N = 2, 4, 6: 3 8 11
Worked chain: N = 14, alpha = 3, field = 0 J0
K = 1: largest coupling error 1.971e-02 J0
K = 2: largest coupling error 1.092e-03 J0
K = 3: largest coupling error 7.736e-05 J0
K = 4: largest coupling error 3.228e-06 J0
lambda_k (dimensionless): 0.030869 0.225151 0.529163 0.812280
amplitude_k (J0): 0.630437 0.300910 0.063495 0.005158
f(1), f(13) fitted: 1.00000000, 0.00045615 J0
f(1), f(13) power law: 1.00000000, 0.00045517 J0
E0 power law: -5.8114147258 J0
E0 fitted couplings: -5.8114120480 J0
fit energy shift: 2.678e-06 J0; bound 7.989e-05 J0
E1 fitted: -5.55852484 J0; gap 0.25288721 J0
polarized state: E = 3.80488551 J0, |variance| = 1.8e-17 J0^2
Emax by diagonalization: 3.80488551 J0
DMRG MPO dimension: 14; 4 double sweeps per chi
chi = 4: E = -5.8040422028 J0, discarded = 6.18e-04
  error = 7.370e-03 J0, variance = 1.442e-02 J0^2
  error bounds: 1.501e-03 to 5.874e-02 J0
chi = 8: E = -5.8113567892 J0, discarded = 5.13e-06
  error = 5.526e-05 J0, variance = 1.395e-04 J0^2
  error bounds: 1.450e-05 to 5.516e-04 J0
chi = 16: E = -5.8114118293 J0, discarded = 4.40e-08
  error = 2.187e-07 J0, variance = 5.085e-07 J0^2
  error bounds: 5.288e-08 to 2.011e-06 J0
chi = 32: E = -5.8114120479 J0, discarded = 9.69e-12
  error = 4.670e-11 J0, variance = 2.028e-10 J0^2
  error bounds: 2.109e-11 to 8.019e-10 J0
variance extrapolation, chi = 16 and 32: -5.8114120480 J0
extrapolated minus E0 fitted: -4.053e-11 J0
final DMRG minus E0 power law: 2.678e-06 J0
```
